Why −ln(T)/d shows false subgap absorption in oxide films

**Question**

I have a 200 nm amorphous oxide film on glass and want its absorption coefficient below the gap. I measured the transmittance T at normal incidence and calculated α = −ln(T)/d, as one would for a dye solution. The result is about 10⁴ cm⁻¹ in the middle of the gap, with a broad maximum near 2.4 eV that looks like a defect band. Yet the film looks perfectly clear. Are these defects real? Would dividing by the transmittance of bare glass help, and if not, what should I calculate instead?

**Answer**

Your formula assumes that all light missing from the transmitted beam was absorbed. Energy conservation says something weaker. If R, T and A are the reflected, transmitted and absorbed fractions of the incident power, and scattering is negligible, then

R + T + A = 1.

A film with A = 0 still has T = 1 − R, so your formula returns −ln(1 − R)/d, which is positive. To see whether this can imitate your spectrum, calculate T for a film that absorbs nothing.

**The film between air and glass**

Let the film have real index n and thickness d, with flat, parallel faces. The glass has real index s, and the light falls normally from air. I write k = 2π/λ, with λ the vacuum wavelength, and use the time factor exp(−iωt).

It pays to solve a slightly more general case: light comes from a medium of index a and leaves into a medium of index b. Let u be the distance measured backwards from the exit face into the film. Beyond that face there is only an outgoing wave, of amplitude E_t. It travels towards negative u, so at u = 0

E = E_t, dE/du = −ibkE_t.

For non-magnetic media at normal incidence both E and dE/du are continuous. Inside the film d²E/du² = −n²k²E, and the solution with these starting values is

E(u) = E_t [cos(nku) − i(b/n) sin(nku)].

Define δ = nkd = 2πnd/λ. At the front face, u = d,

E = E_t [cos δ − i(b/n) sin δ],
dE/du = −kE_t [n sin δ + ib cos δ].

On the incident side the field is the sum of an incident amplitude E_i and a reflected amplitude E_r, so E = E_i + E_r and dE/du = −iak(E_i − E_r). Multiplying the last relation by i/k gives

a(E_i − E_r) = E_t [b cos δ − in sin δ].

Add a(E_i + E_r) to this, and E_r drops out:

2aE_i = E_t [(a + b) cos δ − i(n + ab/n) sin δ].

Intensity is proportional to index times |E|², so the transmittance is (b/a)|E_t/E_i|²:

T_f = 4ab / [(a + b)² cos²δ + (n + ab/n)² sin²δ].

Exchanging a and b changes nothing: the lossless film transmits equally well from either side. For air and glass, a = 1 and b = s,

1/T_f = [(1 + s)² cos²δ + (n + s/n)² sin²δ]/(4s).

**Adding the back of the glass**

The bare back face has transmittance T_b = 4s/(1 + s)², which is the same formula with d = 0. Its reflectance is R_b = 1 − T_b. The glass is so thick that its own fringes are averaged out by the instrument, so we add intensities, not amplitudes, for repeated passes through it. With R_f = 1 − T_f,

T = T_f T_b [1 + R_b R_f + (R_b R_f)² + …] = T_f T_b/(1 − R_b R_f).

The denominator is 1 − (1 − T_b)(1 − T_f) = T_f + T_b − T_f T_b. Inverting,

1/T = 1/T_f + 1/T_b − 1.

Now replace cos²δ by 1 − sin²δ in 1/T_f. The coefficient of sin²δ/(4s) becomes

(n + s/n)² − (1 + s)² = n² + s²/n² − 1 − s²
= (n² − 1) − s²(n² − 1)/n²
= (n² − 1)(n² − s²)/n².

The terms without sin²δ are

2(1 + s)²/(4s) − 1 = (1 + 2s + s² − 2s)/(2s) = (1 + s²)/(2s).

Therefore the lossless film on glass has

1/T = (1 + s²)/(2s) + [(n² − 1)(n² − s²)/(4sn²)] sin²δ.

Since 1/T_f cannot be less than 1, the earlier form shows that 1/T ≥ 1/T_b > 1. The apparent coefficient α_app = −ln(T)/d is thus positive at every wavelength, whatever the film's index, although the true α is zero.

**The shape of the false spectrum**

Take n > s > 1, as for most oxide semiconductors on ordinary glass. T is largest when sin δ = 0, that is when 2nd = mλ with m a whole number. The film is then optically invisible and T equals the bare-glass value 2s/(1 + s²). T is smallest when sin²δ = 1, or 4nd = (2m + 1)λ. These are the half-wave and quarter-wave conditions. The first gives a floor in α_app, the second gives maxima that can pass for absorption bands.

For numbers I take n = 1.95, s = 1.52 and d = 200 nm = 2.00 × 10⁻⁵ cm, and look at photon energies from 1.4 to 2.9 eV.

The half-wave condition with m = 1 gives λ = 2 × 1.95 × 200 nm = 780 nm, or 1.590 eV. There T = 0.9183, −ln T = 0.0852, and

α_app = 0.0852/(2.00 × 10⁻⁵ cm) ≈ 4.3 × 10³ cm⁻¹.

The quarter-wave condition with 4nd = 3λ gives λ = 520 nm, or 2.384 eV. There T_f = 0.8161 and R_b = 0.0426, so

1/T = 1/0.8161 + 1/0.9574 − 1 ≈ 1.270, T = 0.7875.

Then −ln T = 0.2389 and α_app ≈ 1.19 × 10⁴ cm⁻¹. A film with no absorption at all reproduces both features you describe: the magnitude and the maximum near 2.4 eV. This does not prove that your film has no defects. It shows that your T spectrum, treated in this way, is no evidence for them.

**What changing the thickness reveals**

The extreme values of T do not contain d. Dividing their logarithms by d therefore makes the false coefficient grow as 1/d. With the indices held fixed, the highest α_app in the energy window is

100 nm: 23,887 cm⁻¹
200 nm: 11,944 cm⁻¹
400 nm: 5,972 cm⁻¹
800 nm: 2,986 cm⁻¹

A coefficient belonging to the bulk of a uniform material would not halve each time the thickness doubles. The maxima also move, because their wavelengths are fixed by nd. The 1/d scaling alone is not conclusive: a real absorbing layer of fixed thickness at an interface contributes an absorbance that interference modulates but that does not keep growing with d, so division by the full film thickness again gives a roughly 1/d decrease. A maximum that follows the quarter-wave condition as d changes points to interference.

**Why dividing by bare glass is not enough**

Using −ln(T/T_glass)/d removes the floor, since T = T_glass at the half-wave points. It does not remove the fringes. At 2.384 eV the lossless film still shows

11,944 − 4,261 = 7,683 cm⁻¹.

The bare glass is a poor reference because coating it changes its reflection. If 1 < n < s, the coefficient of sin²δ is negative and the film acts as an antireflection coating. For n = 1.38, with the same thickness and glass, the bare-glass reference gives values down to −1,264 cm⁻¹ in this window. The film is not amplifying light; it reflects less than the glass surface it covers.

**Use both R and T**

Measure R on the same spot, from the same side, and calculate

α_RT = (1/d) ln[(1 − R)/T].

For a lossless sample 1 − R = T, so the logarithm is zero at every wavelength, fringes included. This needs no knowledge of n or s. It also survives a finite instrument bandwidth, provided that R and T are averaged over the same band, because R + T = 1 survives the averaging.

The R required is the total reflectance, including light returned by the back of the glass. If you blacken the back for the R measurement but not for T, you measure R_f instead. At the half-wave point 1 − R_f = T_f = T_b = 0.9574, while T = 0.9183. The formula then gives ln(0.9574/0.9183)/d ≈ 2.1 × 10³ cm⁻¹, again without any absorption.

**How well does this measure a real, weak absorption?**

Energy conservation gives (1 − R)/T = 1 + A/T. When A/T is small its logarithm is approximately A/T, so we need the absorbed power.

Write the complex film index as n + iκ, with α = 2kκ. The imaginary part of its square is 2nκ = nα/k. The mean power absorbed per unit volume is (ωε₀/2)(nα/k)|E|² = (cε₀/2)nα|E|², since ω = ck. The transmitted intensity is (cε₀/2)b|E_t|². To first order in α we may use the lossless field found above:

A/T = (nα/b) ∫₀ᵈ [cos²(nku) + (b²/n²) sin²(nku)] du.

With cos² = (1 + cos 2nku)/2 and sin² = (1 − cos 2nku)/2, the integral is

(d/2)[1 + b²/n² + (1 − b²/n²) sin(2δ)/(2δ)].

Hence, for the film without a back face, A/T = αdF(b), where

F(b) = [n² + b² + (n² − b²) sin(2δ)/(2δ)]/(2nb).

If b = n there is no reflection at the exit face and F = 1, as expected for a single pass. Otherwise the reflected wave crosses the film again and forms a standing wave, so F generally differs from 1.

The back of the glass sends some light into the film a second time. Let D be the total intensity travelling from film to back face, per unit incident intensity. Then T = DT_b and, to lowest order, D = T_f/(1 − R_b R_f). The absorbed fraction has two parts: T_f αdF(s) for light entering from air, and DR_b T_f αdF(1) for light entering from glass and leaving into air. Dividing their sum by DT_b, with T_b = 1 − R_b,

A/T = αd [F(s)(1 − R_b R_f) + R_b T_f F(1)]/(1 − R_b).

Since R_f = 1 − T_f, the first bracket is 1 − R_b + R_b T_f. Thus

ln[(1 − R)/T] ≈ αdG,
G = F(s) + [R_b T_f/(1 − R_b)][F(s) + F(1)].

At the quarter-wave point sin 2δ = 0, giving F(s) = 1.0312 and F(1) = 1.2314. Then

G = 1.0312 + (0.0426 × 0.8161/0.9574)(1.0312 + 1.2314) ≈ 1.113.

Over the energy window G lies between 1.089 and 1.159. So α_RT has no false offset for a lossless film, but for this weakly absorbing one it reads about 9 to 16 % above the true α. Dividing by G corrects this to leading order if n, s and d are known.

As a check, I solved the field-matching equations for the whole stack numerically, with a true α = 100 cm⁻¹ at 2.384 eV and an average over the phase of the glass. The results were R = 0.2122 and T = 0.7860. From the unrounded values, the three estimates are

−ln(T)/d: 12,037 cm⁻¹
ln[(1 − R)/T]/d: 111.3 cm⁻¹
the latter divided by G: 100.0 cm⁻¹

The first estimate is about 120 times too large. Turning on the true absorption raised it by only 93 cm⁻¹, less than 1 % of its value.

**When your original formula is tolerable**

Suppose that absorption is so strong that light reflected inside the film hardly survives another crossing. Then T ≈ C exp(−αd), where C collects the transmission factors of the surfaces. It follows that

−ln(T)/d ≈ α − ln(C)/d.

The offset remains, but its size relative to α is −ln(C)/(αd), which becomes small when αd is much larger than −ln C.

For α = 10⁵ cm⁻¹ at 3.5 eV, with n and d unchanged, αd = 2. The numerical solution gives R = 0.1123 and T = 0.1144. Your formula returns 1.084 × 10⁵ cm⁻¹, an error of 8.4 % relative to the true α; the R-and-T formula returns 1.024 × 10⁵ cm⁻¹, an error of 2.4 %. The weak-absorption factor G should not be applied here. The naive formula is therefore a fair first estimate where αd is about 2 or more, and useless for a weak subgap tail in the same film. Its error grows with the index: at αd = 2 it is 7 to 9 % for n = 1.95, 10 to 12 % for n = 2.2 and 15 to 18 % for n = 2.6, over 3.0 to 4.5 eV. Being above the gap is not enough by itself: just above it, αd of a thin film can still be small.

**The smallest absorption you can trust**

Using R and T removes the error of principle, but in a thin film small measurement errors are still divided by a small d. For the lossless 200 nm film, I put in the following rough values one at a time.

*Photometry.* If R and T both read low by 0.002, then 1 − R is too high and T too low. The false coefficient is approximately 2 × 0.002/(Td), which gives 254 cm⁻¹ at 2.384 eV. If R were high and T low by the same amount, the errors would cancel for this lossless film.

*Glass absorption.* Take 0.05 cm⁻¹ in glass 0.7 mm thick, a single-pass absorbance g = 0.0035. Light crosses the glass with intensity D and returns with DR_b, so to first order the loss divided by T is g(1 + R_b)/(1 − R_b). Dividing by the film thickness gives 191 cm⁻¹. The film's properties have dropped out, so the same logarithm measured on bare glass can be subtracted.

*Angle.* Many reflectance attachments work a few degrees off normal. Combining unpolarized R at 8° with T at 0° gives a false coefficient of either sign, from about −110 to +77 cm⁻¹ across the window, because the two measurements see slightly shifted fringes.

*Roughness.* For a top surface with rms height σ = 1 nm, I estimate the scattered fraction from the squared phase errors, 2kσ in reflection and (n − 1)kσ in transmission. If none of that light is collected, the false coefficient is about 14 cm⁻¹. This ignores interference of the scattered waves within the film, so only the order of magnitude is meaningful.

With errors of this size, a true 100 cm⁻¹ cannot be established from R and T on a 200 nm film, even though the noise-free calculation recovers it. You need R and T at the same angle, together with either a much thicker film or better photometry and a glass correction. At 2 µm, for example, the photometric and glass errors above would shrink about tenfold, to 22–25 cm⁻¹ (depending on the position within the fringe) and 19 cm⁻¹. A thicker film alone does not cure the angle error: the phase shift between the two sets of fringes grows in proportion to d, which cancels the division by d as long as the shift is a small part of a fringe. The error is still about ±110 cm⁻¹ at 2 and 5 µm; by 20 µm it has fallen only to 76 cm⁻¹. The alternative is a method that detects the absorbed power itself.

**How this compares with real oxide films**

The parameters are rough typical values for amorphous indium gallium zinc oxide on display glass. The thickness is large for a transistor channel, which is commonly some tens of nanometres; at 40 nm, with the same indices, there is no half-wave point in the energy window, and the false coefficient runs from about 3.3 × 10⁴ to 5.4 × 10⁴ cm⁻¹. Real films also break the assumption of constant index. With the illustrative dispersion n = 1.86 + 0.024/λ², λ in micrometres, n runs from 1.891 to 1.991 across the window. The false maximum moves from 2.384 to 2.410 eV, while its height stays at 1.19 × 10⁴ cm⁻¹. Dispersion shifts the artefact without removing it.

A transparent conductor has a genuine subgap absorption as well, from its free carriers. In the Drude model, carriers of density N, mass m and scattering time τ obey m dv/dt = −eE − mv/τ. The resulting conductivity is (Ne²τ/m)/(1 − iωτ). Its real part determines the absorbed power, and division by the intensity in the film gives

α = Ne²τ/{ε₀mnc[1 + (ωτ)²]}.

For a mass of 0.34 electron masses and a mobility of 10 cm²/Vs, τ = 1.93 fs. At 2.384 eV, with n held at 1.95, this model gives about 6 cm⁻¹ for N = 10¹⁸ cm⁻³ and about 620 cm⁻¹ for N = 10²⁰ cm⁻³. Even the second value is some twenty times smaller than the false band from −ln(T)/d. Treat both as rough estimates: so short a τ implies a free path below 1 nm, where the semiclassical Drude model is at or beyond its limit. Good transparent conductors have higher mobilities; since ωτ is already well above 1 here, a longer τ at the same density and mass would lower the absorption further. They often have higher densities too: for N = 10²¹ cm⁻³, the same mass and 40 cm²/Vs, the model, with the carriers' effect on n included, gives about 1.7 × 10³ cm⁻¹ at 2.384 eV. Free-carrier absorption also rises towards low photon energy, reaching about 1.8 × 10³ cm⁻¹ at 1.4 eV for N = 10²⁰ cm⁻³ and 10 cm²/Vs.

For your film, then, measure total R and T under matched conditions and plot ln[(1 − R)/T]/d. If the feature at 2.4 eV disappears to within a few hundred cm⁻¹, reflection accounts for it at that level of sensitivity. If a larger band remains, check for scattering and glass absorption before assigning it to defects. The main values for the 200 nm film are in the numerical output below.

Numbers as computed

```
film index 1.95, glass index 1.52, thickness 200 nm
photon energy window 1.4 to 2.9 eV
half-wave point: 1.590 eV, 780 nm
quarter-wave point: 2.384 eV, 520 nm
bare glass T = 0.9183
lossless film, half-wave: R = 0.0817, T = 0.9183
lossless film, quarter-wave: R = 0.2125, T = 0.7875
-ln T: half-wave 0.0852, quarter-wave 0.2389
false alpha, half-wave (floor): 4261 1/cm
false alpha, quarter-wave (band): 11944 1/cm
false band found on energy grid at 2.385 eV
largest |ln((1-R)/T)/d|, lossless: 4.4e-11 1/cm (round-off)
bare-glass reference, quarter-wave: 7683 1/cm
bare-glass reference, film index 1.38: lowest -1264 1/cm
thickness 100 nm: false band height 23887 1/cm
thickness 200 nm: false band height 11944 1/cm
thickness 400 nm: false band height 5972 1/cm
thickness 800 nm: false band height 2986 1/cm
quarter-wave: film-only T_f = 0.8161
quarter-wave: back-face R_b = 0.0426
quarter-wave: F(s) = 1.0312, F(1) = 1.2314, G = 1.1133
G over the window: 1.089 to 1.159
true alpha 100 1/cm at quarter-wave: R = 0.2122, T = 0.7860
  naive 12037, from R and T 111.3, divided by G 100.0 1/cm
true alpha 100000 1/cm at 3.5 eV: R = 0.1123, T = 0.1144
  naive 108394, from R and T 102438 1/cm
  relative errors: naive 8.4 %, from R and T 2.4 %
dispersion n = 1.86 + 0.024/(wavelength in um)^2: n from 1.891 to 1.991
  false band 11939 1/cm at 2.410 eV
errors of the R-and-T method for the lossless film:
  glass 0.05 1/cm, 0.7 mm thick: 191 1/cm
  R and T both low by 0.002: 254 1/cm
  R at 8 deg, T at 0 deg: up to 110 1/cm
  roughness 1 nm rms (estimate): 14 1/cm
free carriers: mass 0.34 m_e, mobility 10 cm2/Vs, tau 1.93 fs
  density 1e+18 1/cm3: true alpha 6.2 1/cm at 2.384 eV
  density 1e+20 1/cm3: true alpha 618.6 1/cm at 2.384 eV
```
